# The Bohdansky Threshold Factor Just Above the Sputtering Threshold: verification in Python

```python
"""
Result under test: the Bohdansky threshold factor
    F(E) = (1 - (Eth/E)**(2/3)) * (1 - Eth/E)**2,   E > Eth,
vanishes as (2/3)*delta**3, where delta = (E - Eth)/Eth.

Symbols
  E, Eth : ion energy and sputtering threshold (eV)
  delta  : excess energy relative to the threshold
  eta    : excess energy relative to the ion energy, 1 - Eth/E
  Y      : sputtering yield, Q * s_n(E) * F(E), in atoms per ion
  s_n    : reduced nuclear stopping (Thomas-Fermi fit)
  kappa  : logarithmic slope of s_n with energy at threshold
Example: argon ions on copper, with rough round model parameters.
"""
import math
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq

mp.mp.dps = 50


def factor_from_definition(energy, threshold, p=None, m=2):
    """Threshold factor in high precision; p and m generalize its exponents."""
    p = mp.mpf(2) / 3 if p is None else mp.mpf(p)
    ratio = mp.mpf(threshold) / mp.mpf(energy)
    return (1 - ratio**p) * (1 - ratio)**m


def factor(delta):
    """Same factor in a form free of cancellation for small delta."""
    delta = np.asarray(delta, dtype=float)
    return -np.expm1(-2 / 3 * np.log1p(delta)) * (delta / (1 + delta))**2


# ---- Taylor coefficients from symbolic derivatives of the definition ----
x = sp.symbols("x")
two_thirds = sp.Rational(2, 3)


def taylor_coefficients(expression, highest):
    return [sp.simplify(sp.diff(expression, x, k).subs(x, 0)) / sp.factorial(k)
            for k in range(highest + 1)]


coef_delta = taylor_coefficients(
    (1 - (1 + x)**(-two_thirds)) * (1 - 1 / (1 + x))**2, 5)
coef_eta = taylor_coefficients((1 - (1 - x)**two_thirds) * x**2, 5)
derived_delta = [0, 0, 0, two_thirds, -two_thirds * sp.Rational(17, 6),
                 two_thirds * sp.Rational(146, 27)]
derived_eta = [0, 0, 0, two_thirds, two_thirds / 6,
               two_thirds * sp.Rational(2, 27)]
for found, derived in zip(coef_delta + coef_eta, derived_delta + derived_eta):
    assert sp.simplify(found - derived) == 0

# ---- Numerical limit, and the origin of the power and the coefficient ----
tiny = mp.mpf("1e-8")
limit_ratio = factor_from_definition(1 + tiny, 1) / tiny**3
assert abs(limit_ratio - mp.mpf(2) / 3) < 1e-7
for p, m in ((0.5, 2), (1.25, 2), (0.5, 3)):
    general = factor_from_definition(1 + tiny, 1, p, m) / tiny**(m + 1)
    assert abs(general - p) < 1e-6

# ---- Stable form against the definition; bounds over nine decades ----
for d in (1e-6, 1e-3, 0.1, 1.0, 50.0):
    reference = float(factor_from_definition(1 + mp.mpf(d), 1))
    assert abs(float(factor(d)) / reference - 1) < 1e-12
grid = np.logspace(-6, 3, 500)
grid_eta = grid / (1 + grid)
grid_factor = factor(grid)
assert np.all(grid_factor > 2 / 3 * grid_eta**3)
assert np.all(grid_factor < 2 / 3 * grid**3)
assert np.all(grid_factor < grid_eta**3)
relative_error = 1 - grid_factor / (2 / 3 * grid**3)
assert np.all(relative_error > 0) and np.all(relative_error < 3 * grid)


# ---- Local exponent by finite differences ----
def local_exponent(delta, step=1e-3):
    upper = math.log(float(factor(delta * math.exp(step))))
    lower = math.log(float(factor(delta * math.exp(-step))))
    return (upper - lower) / (2 * step)


d = 0.01
assert abs(local_exponent(d) - (3 - 17 / 6 * d + 301 / 108 * d**2)) < 5e-6

# ---- Example: rough parameters for argon on copper ----
threshold = 25.0            # eV
yield_scale = 15.0          # atoms per ion
z_ion, z_target = 18, 29
mass_ion, mass_target = 39.95, 63.55      # u
copper_density = 8.96       # g/cm3
current_density = 1.0       # mA/cm2
energy = 27.5               # eV
ion_spread = 1.0            # eV, rms
temperature = 300.0         # K
double_fraction = 0.01      # share of doubly charged ions

hartree_ev = const.physical_constants["Hartree energy in eV"][0]
energy_unit = (hartree_ev / 0.8853 * (mass_ion + mass_target) / mass_target
               * z_ion * z_target
               * math.sqrt(z_ion**(2 / 3) + z_target**(2 / 3)))


def stopping(energy_ev):
    eps = np.asarray(energy_ev, dtype=float) / energy_unit
    root = np.sqrt(eps)
    return (3.441 * root * np.log(eps + 2.718)
            / (1 + 6.355 * root + eps * (6.882 * root - 1.708)))


def sputter_yield(delta):
    return yield_scale * stopping(threshold * (1 + delta)) * factor(delta)


# ---- Smooth stopping changes the correction and leaves the cube ----
h = 1e-4
kappa = float(np.log(stopping(threshold * math.exp(h))
                     / stopping(threshold * math.exp(-h))) / (2 * h))
d = 1e-4
leading_yield = yield_scale * float(stopping(threshold)) * 2 / 3 * d**3
first_correction = (float(sputter_yield(d)) / leading_yield - 1) / d
assert abs(first_correction - (kappa - 17 / 6)) < 2e-3


# ---- Average over a Gaussian energy spread; no yield below threshold ----
def averaged(function, centre, width, nodes=200):
    low, high = max(0.0, centre - 9 * width), centre + 9 * width
    points, weights = np.polynomial.legendre.leggauss(nodes)
    points = 0.5 * (high - low) * points + 0.5 * (high + low)
    density = (np.exp(-0.5 * ((points - centre) / width)**2)
               / (width * math.sqrt(2 * math.pi)))
    return float(0.5 * (high - low)
                 * np.sum(weights * density * function(points)))


centre, width = 5e-4, 1e-4
enhancement = averaged(factor, centre, width) / float(factor(centre))
assert abs(enhancement - (1 + 3 * (width / centre)**2)) < 1e-3
width = 1e-3
at_threshold = averaged(factor, 0.0, width)
predicted = 2 / 3 * 2 / math.sqrt(2 * math.pi) * width**3
# The next term of the expansion is about 5*width, half a percent here.
assert abs(at_threshold / predicted - 1) < 0.01

# ---- Thermal spread of the equivalent head-on collision energy ----
kt_ev = const.k * temperature / const.e
thermal_spread = math.sqrt(2 * energy * kt_ev * mass_ion / mass_target)
ion_kg = mass_ion * const.atomic_mass
target_kg = mass_target * const.atomic_mass
ion_speed = math.sqrt(2 * energy * const.e / ion_kg)
atom_speed = math.sqrt(const.k * temperature / target_kg)
nodes, weights = np.polynomial.hermite_e.hermegauss(20)
weights = weights / weights.sum()
collision_energy = (0.5 * ion_kg * (ion_speed - atom_speed * nodes)**2
                    / const.e)
mean_energy = np.sum(weights * collision_energy)
direct_spread = math.sqrt(
    np.sum(weights * (collision_energy - mean_energy)**2))
assert abs(direct_spread / thermal_spread - 1) < 1e-3

# ---- Ranges of use and results at the example energy ----
limit_delta = brentq(
    lambda t: float(factor(t)) / (2 / 3 * t**3) - 0.9, 1e-4, 1)
limit_eta = brentq(
    lambda t: float(factor(t)) / (2 / 3 * (t / (1 + t))**3) - 1.1, 1e-3, 10)
excess = energy / threshold - 1
single_yield = float(sputter_yield(excess))
number_density = copper_density / mass_target * const.N_A      # 1/cm3
ion_flux = current_density * 1e-3 / const.e                    # 1/(cm2 s)
erosion = ion_flux * single_yield / number_density * 1e7 * 60  # nm/min

relative_spread = ion_spread / threshold
spread_yield = averaged(sputter_yield, excess, relative_spread)
finer_yield = averaged(sputter_yield, excess, relative_spread, 400)
quadrature_shift = abs(finer_yield / spread_yield - 1)
assert quadrature_shift < 1e-6
threshold_yield = averaged(sputter_yield, 0.0, relative_spread)
thermal_yield = averaged(sputter_yield, excess, thermal_spread / threshold)
double_yield = float(sputter_yield(2 * energy / threshold - 1))
double_ratio = (double_fraction * double_yield
                / ((1 - double_fraction) * single_yield))
low_threshold = float(factor(energy / (threshold - 1) - 1) / factor(excess))
high_threshold = float(factor(energy / (threshold + 1) - 1) / factor(excess))
yamamura = (1 - math.sqrt(threshold / energy))**2.8

print("Taylor coefficients in delta, orders 3-5:", *coef_delta[3:])
print("Taylor coefficients in eta, orders 3-5:", *coef_eta[3:])
print(f"F/delta^3 at delta = 1e-8: {float(limit_ratio):.8f}")
print(f"Threshold Eth: {threshold:.1f} eV")
print(f"Yield scale Q: {yield_scale:.1f} atoms/ion")
print(f"Ion and target mass: {mass_ion:.2f}, {mass_target:.2f} u")
print(f"Thomas-Fermi energy unit: {energy_unit / 1000:.2f} keV")
for e in (25.25, 27.5, 30.0, 50.0):
    d = e / threshold - 1
    eta = d / (1 + d)
    print(f"E = {e:.2f} eV: delta = {d:.4f}, eta = {eta:.5f}")
    print(f"  F = {float(factor(d)):.5e}")
    print(f"  (2/3)delta^3 = {2 / 3 * d**3:.5e}")
    print(f"  with first correction = {2 / 3 * d**3 * (1 - 17 / 6 * d):.5e}")
    print(f"  (2/3)eta^3 = {2 / 3 * eta**3:.5e}")
print(f"Delta law good to 10% up to: {threshold * (1 + limit_delta):.2f} eV")
print(f"Eta law good to 10% up to: {threshold * (1 + limit_eta):.2f} eV")
print(f"Local exponent at 27.5 eV: {local_exponent(excess):.4f}")
print(f"Stopping s_n at threshold: {float(stopping(threshold)):.5f}")
print(f"Stopping s_n at 27.5 eV: {float(stopping(energy)):.5f}")
print(f"Stopping slope kappa: {kappa:.4f}")
print(f"First yield correction kappa-17/6: {kappa - 17 / 6:.4f}")
print(f"Yield at 27.5 eV: {single_yield:.4e} atoms/ion")
print(f"Yield at 500 eV: {float(sputter_yield(500 / threshold - 1)):.3f}"
      " atoms/ion")
print(f"Copper density: {copper_density:.2f} g/cm3")
print(f"Copper number density: {number_density:.3e} 1/cm3")
print(f"Ion current density: {current_density:.1f} mA/cm2")
print(f"Erosion rate at 27.5 eV: {erosion:.4f} nm/min")
print(f"Ion energy spread, rms: {ion_spread:.2f} eV")
print(f"Yield ratio, spread/no spread: {spread_yield / single_yield:.3f}")
print(f"Spread yield at 25 eV: {threshold_yield:.3e} atoms/ion")
print(f"Relative quadrature shift, 200 to 400: {quadrature_shift:.1e}")
print(f"Target temperature: {temperature:.0f} K")
print(f"Thermal collision spread, rms: {thermal_spread:.3f} eV")
print(f"Yield ratio, thermal/cold: {thermal_yield / single_yield:.3f}")
print(f"Doubly charged share: {100 * double_fraction:.1f} %")
print(f"Yield at 55 eV: {double_yield:.4e} atoms/ion")
print(f"Sputtered atoms, double/single ions: {double_ratio:.3f}")
print(f"F ratio for Eth = 24 eV: {low_threshold:.3f}")
print(f"F ratio for Eth = 26 eV: {high_threshold:.3f}")
print(f"Yamamura/Bohdansky factor: {yamamura / float(factor(excess)):.3f}")
print("finished without a failed check")
```

Output:

```
Taylor coefficients in delta, orders 3-5: 2/3 -17/9 292/81
Taylor coefficients in eta, orders 3-5: 2/3 1/9 4/81
F/delta^3 at delta = 1e-8: 0.66666665
Threshold Eth: 25.0 eV
Yield scale Q: 15.0 atoms/ion
Ion and target mass: 39.95, 63.55 u
Thomas-Fermi energy unit: 105.52 keV
E = 25.25 eV: delta = 0.0100, eta = 0.00990
  F = 6.48133e-07
  (2/3)delta^3 = 6.66667e-07
  with first correction = 6.47778e-07
  (2/3)eta^3 = 6.47060e-07
E = 27.50 eV: delta = 0.1000, eta = 0.09091
  F = 5.08790e-04
  (2/3)delta^3 = 6.66667e-04
  with first correction = 4.77778e-04
  (2/3)eta^3 = 5.00877e-04
E = 30.00 eV: delta = 0.2000, eta = 0.16667
  F = 3.17920e-03
  (2/3)delta^3 = 5.33333e-03
  with first correction = 2.31111e-03
  (2/3)eta^3 = 3.08642e-03
E = 50.00 eV: delta = 1.0000, eta = 0.50000
  F = 9.25099e-02
  (2/3)delta^3 = 6.66667e-01
  with first correction = -1.22222e+00
  (2/3)eta^3 = 8.33333e-02
Delta law good to 10% up to: 25.95 eV
Eta law good to 10% up to: 46.75 eV
Local exponent at 27.5 eV: 2.7420
Stopping s_n at threshold: 0.04826
Stopping s_n at 27.5 eV: 0.05040
Stopping slope kappa: 0.4559
First yield correction kappa-17/6: -2.3775
Yield at 27.5 eV: 3.8464e-04 atoms/ion
Yield at 500 eV: 1.939 atoms/ion
Copper density: 8.96 g/cm3
Copper number density: 8.491e+22 1/cm3
Ion current density: 1.0 mA/cm2
Erosion rate at 27.5 eV: 0.0170 nm/min
Ion energy spread, rms: 1.00 eV
Yield ratio, spread/no spread: 1.371
Spread yield at 25 eV: 2.079e-05 atoms/ion
Relative quadrature shift, 200 to 400: 2.1e-14
Target temperature: 300 K
Thermal collision spread, rms: 0.945 eV
Yield ratio, thermal/cold: 1.333
Doubly charged share: 1.0 %
Yield at 55 eV: 1.2527e-01 atoms/ion
Sputtered atoms, double/single ions: 3.290
F ratio for Eth = 24 eV: 2.762
F ratio for Eth = 26 eV: 0.215
Yamamura/Bohdansky factor: 0.366
finished without a failed check
```
